Why oxide platelets and spheres in silicon absorb at different wavenumbers

A silicon wafer cut from a crystal grown in a quartz crucible contains dissolved oxygen. On annealing, part of it gathers into small particles of amorphous silicon oxide. After some heat treatments the particles are thin platelets, after others they are compact, and the infrared spectra differ: the platelets show a band near 1225 cm⁻¹, the compact particles one near 1100 cm⁻¹. Both wavenumbers are rough. The bond being stretched, Si–O–Si, is the same in both, so why should the outline of a particle, tens to hundreds of nanometres across, move a bond vibration by more than 100 cm⁻¹?

The vibration carries an electric dipole moment. When all the bonds in a particle vibrate together, charge appears on the particle's surface, and the field of that charge acts back on every bond. The shape determines this field, and a spheroid allows it to be calculated in closed form.

**The oxide and its two characteristic wavenumbers**

Let ν be the wavenumber, and let fields vary in time as exp(−iωt) with ω = 2πc₀ν, where c₀ is the speed of light. All permittivities below are relative. Silicon has a real permittivity ε_m and refractive index n = √ε_m. The oxide is isotropic with one stretching oscillator of damping γ:

ε_p = ε∞ + ε∞Δ²/N, with N = ν_TO² − ν² − iγν and Δ² = ν_LO² − ν_TO².

Here ε∞ is the permittivity well above the band. Over a common denominator,

ε_p = ε∞(ν_LO² − ν² − iγν)/(ν_TO² − ν² − iγν).

Without damping, ε_p has a pole at ν_TO and a zero at ν_LO. The zero belongs to longitudinal waves in bulk oxide. With no free charge, div D = 0, so a plane wave has D perpendicular to its wavevector. A longitudinal wave has its fields along the wavevector, hence D = 0 while E ≠ 0, which requires ε_p = 0.

**The field of a polarised spheroid**

Take a spheroid with semi-axes a, a and c, where z is the short axis and p = c/a is thickness over diameter. Fill it first with uniform charge density ρ. Seen from an interior point r, the charge in a narrow cone dΩ about the unit vector û, between distances s and s + ds, is ρs² ds dΩ. Its field is this charge over 4πε₀s², directed along −û. The factor s² cancels, and

E = −(ρ/4πε₀) ∫ û ℓ(û) dΩ,

where ℓ(û) is the distance to the surface. Putting r + ℓû into the equation of the surface gives Aℓ² + 2Bℓ + C = 0, with

A = (u_x² + u_y²)/a² + u_z²/c²,
B = (x u_x + y u_y)/a² + z u_z/c²,

and C < 0 because the point is inside. The two roots are ℓ(û) and −ℓ(−û), so their sum gives ℓ(û) − ℓ(−û) = −2B/A. Pairing opposite directions in the integral,

∫ û ℓ(û) dΩ = ½ ∫ û[ℓ(û) − ℓ(−û)] dΩ = −∫ û (B/A) dΩ.

In the z component the terms of B containing u_x or u_y are odd and vanish. What remains is linear in position:

E_z = (ρ/ε₀) L z, L = (1/4π) ∫ (u_z²/c²)/A dΩ.

A uniform polarisation P along z is a positive copy of this body displaced by +d/2 and a negative copy displaced by −d/2, with ρd = P. Their fields add to

E_z = (ρL/ε₀)[(z − d/2) − (z + d/2)] = −LP/ε₀.

The field is uniform and opposes P; L is the depolarisation factor. The same argument holds for x and y, and the numerators of the three factors add up to A, so the factors sum to 1. A sphere therefore has L = 1/3 along each axis, and the in-plane factor of a spheroid is (1 − L)/2.

With u = u_z, the azimuthal integral gives 2π, and multiplying numerator and denominator by c² yields

L = ∫₀¹ u² du/[u² + p²(1 − u²)].

Write q² = 1 − p². The denominator is p² + q²u², and the integrand equals (1/q²)[1 − p²/(p² + q²u²)]. Since ∫₀¹ du/(p² + q²u²) = arctan(q/p)/(pq), and arctan(q/p) = arccos p for a right triangle with sides p and q and hypotenuse 1,

L = [1 − p arccos p/√(1 − p²)]/(1 − p²).

For p ≪ 1, arccos p ≈ π/2 and L ≈ 1 − πp/2. A thin platelet has L close to 1 along its normal.

**The same body inside silicon**

Let the particle be much smaller than the wavelength in silicon, so that the applied field E₀ is uniform across it. Write D = ε₀ε_m E + P′, where P′ = ε₀(ε_p − ε_m)E_in inside the particle and zero outside. Then div D = 0 reads div(ε₀ε_m E) = −div P′. This is the previous problem with ε₀ replaced by ε₀ε_m:

E_in = E₀ − LP′/(ε₀ε_m) = E₀ − L(ε_p − ε_m)E_in/ε_m.

Solving for the inner field,

E_in = ε_m E₀/[ε_m + L(ε_p − ε_m)].

A uniform inner field produces a uniform P′, which produces a uniform field, so the solution is consistent. It was also tested by matching potentials and normal D at the surface with a multipole expansion that does not assume a uniform inner field. For p = 0.85 at 1100 cm⁻¹, with the oxide and silicon parameters given below, the dipole moment agreed with the formula to a relative error of 8×10⁻¹².

The mean power dissipated per unit volume of oxide is ½ωε₀ Im ε_p |E_in|², and the intensity of the light is ½nε₀c₀|E₀|². With a small volume fraction f of oxide, the absorption coefficient is dissipated power per unit volume over intensity:

κ = (2πν/n) f Im ε_p |E_in/E₀|².

**Where the band lies**

Define D_L = ε_m + L(ε∞ − ε_m) = Lε∞ + (1 − L)ε_m. Inserting the oscillator into the denominator of E_in gives

ε_m + L(ε_p − ε_m) = D_L + Lε∞Δ²/N = D_L M/N,
M = ν_L² − ν² − iγν,
ν_L² = ν_TO² + Lε∞Δ²/D_L.

Replacing Δ² by ν_LO² − ν_TO² and using D_L − Lε∞ = (1 − L)ε_m turns the last line into a weighted mean:

ν_L² = [Lε∞ν_LO² + (1 − L)ε_m ν_TO²]/[Lε∞ + (1 − L)ε_m].

Next, Im ε_p = ε∞Δ²γν/|N|² and |E_in/E₀|² = ε_m²|N|²/(D_L²|M|²). The factor |N|² cancels in the product, so the pole at ν_TO leaves no separate peak. Dividing numerator and denominator by ν²,

κ = (2π/n)(S_L/γ)/{1 + [(ν_L²/ν − ν)/γ]²},
S_L = f ε_m² ε∞Δ²/D_L².

Within this model the maximum is at ν = ν_L whatever the damping. Half height occurs where ν_L²/ν − ν = ±γ, that is, at ν = √(ν_L² + γ²/4) ∓ γ/2, so the full width is γ. For a spheroid driven along one principal axis, shape moves the band without broadening it.

The first form of ν_L² shows the mechanism. Without applied light, let the bonds carry polarisation P_b. The excess polarisation is then P′ = P_b + ε₀(ε∞ − ε_m)E, and E = −LP′/(ε₀ε_m) gives E = −LP_b/(ε₀D_L). This field pushes the charges back towards their rest positions and so stiffens the vibration. The added stiffness is proportional to L/D_L, and shape enters it twice: through L, the amount of opposing field, and through D_L, its screening. For a sphere the field lines run largely through silicon, which screens them. For a thin platelet they cross from face to face inside the oxide, and the weight of ε_m in D_L, which is 1 − L, is small.

**Numbers for a platelet and a sphere**

Rough typical values are ε_m = 11.7, ε∞ = 2.1, ν_TO = 1075 cm⁻¹, ν_LO = 1250 cm⁻¹ and γ = 60 cm⁻¹. Then

Δ² = 1250² − 1075² = 406 875 cm⁻².

For a sphere, D_L = 11.7 − 9.6/3 = 8.5, and

ν_L² = 1075² + (0.7/8.5) × 406 875 ≈ 1.1891×10⁶ cm⁻², so ν_L ≈ 1090 cm⁻¹.

Take a platelet 200 nm across and 4 nm thick, so p = 0.02 and L = 0.9694. Then Lε∞ = 2.036, D_L = 2.394, and

ν_L² = 1075² + (2.036/2.394) × 406 875 ≈ 1.5016×10⁶ cm⁻², so ν_L ≈ 1225 cm⁻¹.

From sphere to platelet, L grows by a factor of 2.9 and 1/D_L by 3.6. The added stiffness therefore grows about tenfold, from 8% to 85% of Δ².

The undamped resonance condition, ε_m + L(ε_p − ε_m) = 0, says the same in terms of permittivity:

ε_p = −ε_m(1 − L)/L.

The sphere needs ε_p = −23.4, a large negative value found just above the pole at ν_TO. The platelet needs −0.37, found just below the zero at ν_LO. These values belong to the undamped oxide. With γ = 60 cm⁻¹, Re ε_p never falls below about −4.3, and at the sphere's peak ε_p ≈ −3.2 + 10.3i; the peak nevertheless stays at ν_L, as shown above.

Neither number in the opening question is a bulk constant. The platelet band approaches 1250 cm⁻¹ as p → 0; 1225 cm⁻¹ belongs to p ≈ 0.02. The sphere comes out about 10 cm⁻¹ below the nominal 1100. With the field along the short axis, a spheroid with p = 0.63 would resonate at 1100 cm⁻¹, but its long axes have L < 1/3 and resonate below the sphere, so particles in all orientations would have to be flatter still, with p ≈ 0.44, for their combined band to peak there, and that combined band is about 75 cm⁻¹ wide rather than 60. The discrepancy is a sixth of the band's width, and the assumed ν_TO is itself rough.

**How thin is thin?**

The platelet limit needs the silicon term in D_L to be small, (1 − L)ε_m ≪ Lε∞. With 1 − L ≈ πp/2 and L ≈ 1 this becomes

p ≪ p₀, p₀ = 2ε∞/(πε_m) = 0.114.

In the same approximation the weight of ν_LO² is 1/(1 + p/p₀). A flat-looking particle with p = 0.1 is therefore only about halfway: the full formula puts its normal band at 1170 cm⁻¹. At p = 0.05 the band is at 1199 cm⁻¹, and at p = 0.01 at 1237 cm⁻¹. A spread of aspect ratios thus spreads the band, even though each single resonance keeps the width γ.

The small p₀ comes from silicon's large permittivity. If the oxide and both shapes are held fixed and silicon is replaced by vacuum, the sphere moves from 1090 to 1168 cm⁻¹ and the platelet from 1225 to 1248 cm⁻¹. The gap shrinks from 135 to 80 cm⁻¹. Silicon pulls the sphere down towards ν_TO, and it also makes the approach of the platelet to ν_LO more demanding.

**Why the platelet's other resonance is weak**

A platelet also responds to a field in its plane. There L = 0.0153, and the resonance is at 1075.5 cm⁻¹, practically ν_TO. Why does this band not dominate, when there are two in-plane directions and one normal?

Suppose the platelets lie in equal numbers on the three {100} planes. For light polarised along the unit vector e, the share of |E₀|² along the normal of variant i is (n_i·e)². The three normals are perpendicular, so these shares sum to 1. On average one third of |E₀|² drives the normal resonance and two thirds the in-plane one, for every polarisation.

The strength, however, varies as 1/D_L². In the plane D_L = 11.55, against 2.394 along the normal. The ratio of peak heights, normal to in-plane, is

½ × (11.55/2.394)² ≈ 11.6.

The boundary conditions explain this. Tangential E is continuous, so a field in the plane enters a thin platelet almost unchanged. Normal D is continuous, so in the thin limit the field along the normal enters as E_in = (ε_m/ε_p)E₀, which is large where ε_p is small. Silicon's large permittivity, which weakens the restoring field of a sphere, here concentrates the light's field in the platelet.

For absolute heights, let 5×10¹⁷ oxygen atoms per cm³ be in the precipitates. With two atoms per SiO₂ unit, a molar mass of 60.08 g/mol and a rough density of 2.2 g/cm³,

f = (5×10¹⁷/2) × 60.08/(2.2 × 6.022×10²³) = 1.13×10⁻⁵.

At the peak κ = 2πS_L/(nγ). For spheres S_L = 18.4 cm⁻², so

κ = 2π × 18.4/(3.42 × 60) ≈ 0.56 cm⁻¹.

The same oxide as platelets gives 2.36 cm⁻¹ from the normal resonance and 0.20 cm⁻¹ from the in-plane one.

The integrated absorption changes too. Put w = ν − ν_L²/ν. The area under κ is (2πS_L/n) times I = ∫₀^∞ γ dν/(γ² + w²). The substitution ν → ν_L²/ν leaves w² unchanged and turns dν into (ν_L²/ν²)dν. Averaging the two forms of I and using dw = (1 + ν_L²/ν²)dν,

I = ½ ∫ γ dw/(γ² + w²) = π/2, with w running from −∞ to ∞.

The area is therefore π²S_L/n. After the orientation average it is 4.6 times larger for these platelets than for spheres of equal total volume. Within this model, a band's area cannot be converted into an amount of precipitated oxygen unless the shape is known.

**Set beside real precipitates**

The two calculated bands fall close to the observed ones, but for the platelet this rests on the chosen aspect ratio: p = 0.05 would give 1199 cm⁻¹. The spheroidal outline is a further assumption, since real platelets are closer to square plates. A plate has no uniform inner field, but two estimates follow from supposing its polarisation uniform, with thickness-to-edge ratio p = 0.02. The field at its centre is set by the solid angles of the two charged faces, which give

L = (2/π) arctan[1/(p√(2 + p²))] = 0.982,

and a band at 1235 cm⁻¹. Averaging the opposing field over the whole plate, including the rim where it is weaker, gives L = 0.941 and 1207 cm⁻¹. These are estimates, not bounds. They differ from the spheroid's value by roughly 10 to 20 cm⁻¹. Letting the normal polarisation vary across the plate, while neglecting its in-plane components, gives a band between the two estimates, near 1221 cm⁻¹ and about 65 cm⁻¹ wide. Since the real outline is not known precisely, the agreement at 1225 cm⁻¹ should not be read more finely than the spread of these values.

For this platelet the finite wavelength matters less. With k the wavenumber in silicon in radians per length, ka = 0.26 for this platelet. The field of an oscillating dipole along its own axis direction is proportional to (k² + ∂²/∂z²)[cos(kr)/r]. Expanding cos(kr)/r ≈ 1/r − k²r/2 adds k²(1 + u²)/(2r) to the static field. Here u = z/r. Summed over the whole spheroid for the field at its centre, this weakens the opposing field there as if L had fallen by (k²/4) ∫₀¹ (1 + u²) du/[(1 − u²)/a² + u²/c²]. For a thin platelet small u dominates and the integral is about πac/2, so the centre value is about πk²ac/8, or 5×10⁻⁴. The resonance responds to the added field averaged over the particle, which is 4/5 of the centre value; for a sphere this is 4k²a²/15, the coefficient found in Mie theory, against k²a²/3 at the centre. So L falls by about 4×10⁻⁴ and the band by 0.3 cm⁻¹. Large compact particles are affected more: Mie theory lowers the absorption peak of a sphere by 1 cm⁻¹ in position and 4% in height at a radius of 100 nm, and by 3 cm⁻¹ and 18% at 200 nm.

The oxide's two lower vibrations, entered as rough TO and LO pairs at 460 and 510 cm⁻¹ and at 810 and 820 cm⁻¹, with the main pair held fixed, lower both bands by about 1 cm⁻¹. Amorphous silica also has a weaker stretching shoulder near 1200 cm⁻¹, which the single oscillator leaves out. It lies close to the platelet band and can shift or distort it. With a multi-band fit to the permittivity of silica glass that includes the shoulder, the bands of the sphere and of the p = 0.02 platelet move by only a few cm⁻¹, though the latter widens to about 80 cm⁻¹, while those for p = 0.05 and p = 0.1 fall by roughly 30 cm⁻¹. The positions quoted for such intermediate shapes are therefore the least reliable. In the single-oscillator model, raising ε∞ by 20% with ν_TO and ν_LO fixed raises the sphere and platelet bands by 3 to 4 cm⁻¹. Interaction between particles is negligible at this dilution: even if all platelets had their normals along the field, the relative change of permittivity they cause at the platelet peak would be only 3×10⁻⁴.

Two further effects lie outside these estimates. Stress and a composition poorer in oxygen than SiO₂ can change ν_TO and ν_LO themselves, and the bands follow, since ν_L² is a weighted mean of their squares. Composition can also change ε∞, and with it the weights of that mean. In a measured spectrum, oxygen still dissolved in the silicon also absorbs near 1100 cm⁻¹ and overlaps the band of compact particles. A band near 1225 cm⁻¹ is therefore consistent with thin oxide platelets but does not prove them. An oxide film on the wafer surface also absorbs near ν_LO when the light's electric field has a component normal to the film, and the oxide lining of a void can add a weaker band in the same region. A band near 1100 cm⁻¹ needs the dissolved oxygen to be separated first. The numerical output lists the main values used here.

Calculated quantities

```
Host permittivity: 11.7
Oxide high-frequency permittivity: 2.1
Oxide TO wavenumber: 1075.0 cm^-1
Oxide LO wavenumber: 1250.0 cm^-1
Damping = full width: 60.0 cm^-1
Platelet diameter: 200.0 nm
Platelet thickness: 4.0 nm
Equal-volume sphere radius: 27.1 nm
Precipitated oxygen: 5.0e+17 cm^-3
Oxide density: 2.2 g/cm^3
Oxide molar mass: 60.08 g/mol
Oxide volume fraction: 1.134e-05
Platelet aspect ratio p: 0.020
Platelet L, normal: 0.96937
Platelet L, in plane: 0.01532
Screening D_L, sphere: 8.500
Resonant oxide permittivity, sphere: -23.400
Peak, sphere: 1090.5 cm^-1
Screening D_L, platelet normal: 2.394
Resonant oxide permittivity, platelet normal: -0.370
Peak, platelet normal: 1225.4 cm^-1
Screening D_L, platelet in plane: 11.553
Resonant oxide permittivity, platelet in plane: -752.148
Peak, platelet in plane: 1075.5 cm^-1
Peak, averaged platelets: 1225.4 cm^-1
Peak absorption, spheres: 0.562 cm^-1
Peak absorption, platelet normal part: 2.361 cm^-1
Peak absorption, platelet plane part: 0.203 cm^-1
Normal/plane height ratio: 11.6
Platelet/sphere total area ratio: 4.56
Normal peak at p=0.5: 1106.1 cm^-1
Normal peak at p=0.2: 1139.4 cm^-1
Normal peak at p=0.1: 1170.3 cm^-1
Normal peak at p=0.05: 1198.9 cm^-1
Normal peak at p=0.01: 1236.8 cm^-1
Aspect ratio for 1100 cm^-1: 0.630
Aspect ratio for 1225 cm^-1: 0.0204
Thinness scale 2e_inf/(pi e_m): 0.114
Sphere peak in vacuum: 1167.9 cm^-1
Platelet normal peak in vacuum: 1247.6 cm^-1
Square plate, mean L: 0.9409
Square plate peak, mean L: 1207.1 cm^-1
Square plate, centre L: 0.9820
Square plate peak, centre L: 1234.8 cm^-1
Wave number times platelet radius: 0.263
Retardation shift, platelet: -0.39 cm^-1
Other-band shift, sphere: -1.12 cm^-1
Other-band shift, platelet: -1.25 cm^-1
Shift for e_inf +20%, sphere: 2.77 cm^-1
Shift for e_inf +20%, platelet: 3.61 cm^-1
Mutual interaction measure f|alpha|: 2.7e-04
Carrier permittivity at 1e15 cm^-3, mass 0.26: -2.3e-04
Multipole dipole relative error: 7.8e-12
```
